Thermal averages of exp(iQ·u) and the Debye-Waller factor in harmonic crystals, part 1

(Sections cited here and not found follow in the second part.)

Entry 1. The decision

A phonon calculation has given frequencies and polarization vectors for a crystal, and Bragg intensities at a temperature T are wanted. Each atom enters the scattered amplitude with a phase factor exp(iQ·u), where Q is the momentum transfer and u the displacement from the lattice site. Three choices have to be made. The first is whether the thermal average of this factor needs the whole distribution of u, which would mean sampling configurations, or only its second moment, which is a sum over modes. The second is what to do with the zero-frequency modes at q = 0, where the mode sum is infinite. The third is how fine the q mesh must be. For a harmonic system in a canonical state the second moment is enough, exactly and at every Q; the zero modes are the centre of mass and are dropped; and the mesh error is a slow power law that has to be extrapolated away.

Hartree atomic units are used, ħ = k_B = 1, and β = 1/T. Q is real. The numerical check, with its output, supplies the numerical results, apart from short hand calculations shown in the text.

Entry 2. One oscillator: the second moment

Take H = p²/2m + mω²u²/2 with ω > 0. With [a, a†] = 1,

u = x₀(a + a†),  x₀² = 1/(2mω),  H = ω(a†a + 1/2),  a|n⟩ = √n |n−1⟩.

The canonical state gives level n the weight e^(−βωn)/Σe^(−βωn), the zero-point energy cancelling in the ratio. With z = e^(−βω) < 1 and Σzⁿ = 1/(1−z),

p_n = (1−z) zⁿ.

An average is ⟨A⟩ = Σ p_n ⟨n|A|n⟩. The mean occupation follows from Σ n zⁿ = z d/dz [1/(1−z)] = z/(1−z)²:

n̄ = z/(1−z) = 1/(e^(βω) − 1).

In u² = x₀²(aa + a†a† + aa† + a†a) the first two terms change n by two and have no diagonal element, and aa† = a†a + 1, so ⟨n|u²|n⟩ = x₀²(2n+1). Also 2n̄ + 1 = (1+z)/(1−z) = coth(βω/2), as is seen by multiplying numerator and denominator by z^(−1/2). Therefore

⟨u²⟩ = x₀²(2n̄+1) = f(ω)/m,  f(ω) = coth(βω/2)/(2ω).   (1)

Entry 3. One oscillator: splitting the exponential

Put λ = Qx₀, so that e^(iQu) = e^(iλ(a+a†)). Diagonal elements are easy when all lowering operators stand on the right, so the exponential is brought to that order.

One commutator is needed. The operator A(s) = e^(sa†) a e^(−sa†) has derivative e^(sa†)[a†, a]e^(−sa†) = −1 and starts at A(0) = a, so

e^(sa†) a e^(−sa†) = a − s.

Define G(t) = e^(itλa†) e^(itλa) and differentiate each factor:

G′ = iλa† G + e^(itλa†) (iλa) e^(itλa).

In the second term insert e^(−itλa†)e^(itλa†) to the right of a. It becomes iλ(a − itλ)G, and iλ·(−itλ) = +tλ². So

G′ = [iλ(a + a†) + tλ²] G.

Now take F(t) = e^(−t²λ²/2) e^(−itλ(a+a†)) G(t). The first factor contributes −tλ²F to the derivative, and the second contributes −iλ(a+a†), which commutes with its own exponential and cancels the same term in G′. Hence F′ = 0 and F(1) = F(0) = 1, which reads

e^(iQu) = e^(−λ²/2) e^(iλa†) e^(iλa).   (2)

The operators are unbounded, but on number states the series converge: the k-th term of e^(sa†)|n⟩ has norm |s|ᵏ√((n+k)!/n!)/k!, and the ratio of successive terms, |s|√(n+k+1)/(k+1), tends to zero. The program tests (2) by exponentiating truncated matrices numerically with λ = 0.9 and comparing the lowest ten rows and columns to 10⁻⁹.

Entry 4. One oscillator: a single level

Since aᵏ|n⟩ = √(n!/(n−k)!) |n−k⟩ vanishes for k > n, the vector e^(iλa)|n⟩ is a finite sum. In ⟨n|e^(iλa†)e^(iλa)|n⟩ a term a†ʲaᵏ returns to level n only if j = k, and then ⟨n|a†ᵏaᵏ|n⟩ = n!/(n−k)!. The coefficient is (iλ)ᵏ(iλ)ᵏ/(k!)² = (−λ²)ᵏ/(k!)². With the binomial coefficient C(n,k) = n!/(k!(n−k)!),

⟨n|e^(iQu)|n⟩ = e^(−λ²/2) Σ_{k=0..n} C(n,k) (−λ²)ᵏ/k! = e^(−λ²/2) L_n(λ²),   (3)

where the finite sum is the Laguerre polynomial L_n.

Limit n = 0: L₀ = 1 and ⟨u²⟩ = x₀², so (3) equals exp(−Q²⟨u²⟩/2). The ground state obeys the Gaussian rule. Level n = 1 does not: (3) gives (1−λ²)e^(−λ²/2), while the Gaussian guess with ⟨u²⟩ = 3x₀² is e^(−3λ²/2). They agree at order λ², each being 1 − 3λ²/2, and differ at order λ⁴, where the coefficients are 1/2 + 1/8 = 5/8 and 9/8. For m = 2, ω = 0.5 hartree and Q = 1 bohr⁻¹, λ² = 1/(2·2·0.5) = 0.5, and the two values are 0.5·e^(−0.25) = 0.3894 and e^(−0.75) = 0.4724. The first is what a diagonalization of H on a position grid gives; the program tests (3) that way for n = 0 to 7. No excited level can be Gaussian, because L_n is a polynomial of degree n and cannot equal e^(−nλ²). The identity sought is a property of the geometric weights p_n.

Entry 5. One oscillator: the thermal sum

Differentiating Σzⁿ = (1−z)⁻¹ k times gives Σ_n n!/(n−k)! z^(n−k) = k!(1−z)^(−k−1). Multiplying by zᵏ(1−z)/k!,

Σ_n p_n C(n,k) = zᵏ/(1−z)ᵏ = n̄ᵏ,   (4)

which is the same as ⟨a†ᵏaᵏ⟩ = k! n̄ᵏ. The program tests this form by explicit matrix traces for k = 1 to 5.

Averaging (3) gives a double sum over n and k. With every term replaced by its modulus, (4) gives Σ_k (λ²n̄)ᵏ/k! = e^(λ²n̄), which is finite, so the order of summation may be exchanged:

Σ_n p_n L_n(λ²) = Σ_k (−λ²)ᵏ n̄ᵏ/k! = e^(−λ²n̄).

Together with the prefactor the exponent is −λ²(n̄ + 1/2) = −Q²x₀²(2n̄+1)/2, and by (1)

⟨e^(iQu)⟩ = exp(−Q²⟨u²⟩/2).   (5)

This is Bloch's identity. The commutator in (2) supplied the zero-point part of ⟨u²⟩ and the Bose sum the thermal part.

Limits. At T → 0, n̄ → 0 and (5) is the n = 0 case of (3). At small Q both sides are 1 − Q²⟨u²⟩/2, since ⟨u⟩ = 0. At T ≫ ω, coth(βω/2) → 2T/ω and ⟨u²⟩ → T/(mω²), the variance of the classical Boltzmann weight exp(−mω²u²/2T).

Numbers. For the oscillator above at T = 0.8 hartree, n̄ = 1/(e^(0.625) − 1) = 1.151747 and x₀² = 0.5 bohr², so ⟨u²⟩ = 0.5·(2·1.151747 + 1) = 1.651747 bohr², and (5) gives exp(−1.651747/2) = 0.437852. The grid diagonalization, which uses no ladder operators, gives 1.65174737 bohr² and 0.43785228, equal to the formulas in all printed digits. The program tests (1) and (5) to 10⁻⁹ at three temperatures and four values of Q.

Entry 6. What the identity says about the distribution, and how it fails

The probability density of position is P(x) = ⟨δ(x − u)⟩ = (1/2π)∫dQ e^(−iQx)⟨e^(iQu)⟩. Insert (5) with σ² = ⟨u²⟩ and complete the square, −σ²Q²/2 − iQx = −(σ²/2)(Q + ix/σ²)² − x²/2σ². The integrand is entire and decays along lines parallel to the real axis, so the contour may be shifted, and the integral is √(2π)/σ. Then

P(x) = exp(−x²/2σ²)/√(2πσ²).

The thermal density is exactly Gaussian at every temperature, with the quantum variance (1). The program tests this point by point on the grid.

For a general symmetric well, with moments μ₂ and μ₄, ⟨e^(iQu)⟩ = 1 − Q²μ₂/2 + Q⁴μ₄/24 − …. Using ln(1+y) = y − y²/2 + … with y² = Q⁴μ₂²/4 + …,

ln⟨e^(iQu)⟩ = −Q²κ₂/2 + Q⁴κ₄/24 − …,  κ₂ = μ₂,  κ₄ = μ₄ − 3μ₂².   (6)

Identity (5) is the statement that all cumulants beyond κ₂ vanish. When κ₄ ≠ 0 the leading defect relative to the Gaussian exponent has size Q²|κ₄|/(12κ₂), which grows with Q, so the non-Gaussian part of an anharmonic effect shows first in high-order reflections; the change that anharmonicity makes in κ₂ itself alters the exponent by the same fraction at every Q. An asymmetric well adds odd cumulants, which enter as phases iQκ₁ and −iQ³κ₃/6. In a cell with several atoms these phases can differ from site to site and so change intensities; they can give weak intensity even to a low-order reflection that cancels for Gaussian motion, such as (222) in the diamond structure.

Add gu⁴ with g = 0.02 hartree/bohr⁴ to the oscillator above. The grid gives κ₂ = 1.13543 bohr² and κ₄ = −0.46704 bohr⁴. At Q = 0.15 bohr⁻¹ the program tests that the defect equals Q⁴κ₄/24 within 3 percent of that term, the margin allowing for the sixth cumulant. At Q = 2 bohr⁻¹ the exact average is 0.05746, while the Gaussian built from the exact κ₂ is exp(−2·1.13543) = 0.10322, too large by 80 percent of the exact value. The defect in the exponent is ln(0.05746/0.10322) = −0.586, and the κ₄ term gives 16·(−0.46704)/24 = −0.311, about half of it, so at this Q higher cumulants matter as well.

Entry 7. Many coupled atoms

Collect all displacement components in a column u with index i, measured from a stable equilibrium, and keep the potential to second order:

H = Σ_i p_i²/2M_i + (1/2) uᵀΦu.

Φ is real and symmetric with no negative eigenvalue, and M is the diagonal mass matrix. Set y = M^(1/2)u and π = M^(−1/2)p, which keeps [y_i, π_j] = iδ_ij and gives H = πᵀπ/2 + yᵀDy/2 with D = M^(−1/2)ΦM^(−1/2). D is real symmetric, so D = O diag(ω_j²) Oᵀ with O real orthogonal. Set ξ = Oᵀy and η = Oᵀπ. Then [ξ_j, η_k] = i(OᵀO)_jk = iδ_jk, πᵀπ = ηᵀη, and

H = Σ_j (η_j² + ω_j²ξ_j²)/2,  u_i = M_i^(−1/2) Σ_j O_ij ξ_j.

These are independent oscillators of unit mass.

Zero modes. If the atoms interact only with one another, a uniform shift t along axis α costs nothing, Φt = 0, so D(M^(1/2)t) = 0. The normalized eigenvector has components √(M_i/M_tot) on the α components, M_tot being the total mass, and its coordinate is ξ₀ = Σ M_i u_iα/√M_tot = √M_tot·X_α, with X the centre-of-mass displacement. Its contribution to u_iα is M_i^(−1/2)√(M_i/M_tot) ξ₀ = X_α, the same for every atom. This coordinate is a free particle, f(ω → 0) is infinite, and (5) does not apply to it. Dropping the zero modes replaces u_i by u_i − X exactly: displacements are measured from the centre of mass. A prime on a sum marks this omission, and u means the relative displacement from here on. A free molecule has rotational zero modes as well, which need their own treatment; a periodic cell has no rotational ones. Any further zero mode is an internal motion without a restoring force at harmonic order, as in a simple cubic lattice held only by central springs at their rest length between nearest neighbours. Equation (5) does not apply to such a mode, and dropping it is not a change of origin. From here on the translations are assumed to be the only zero modes.

Take any real linear form Y = Σ_i b_i u_i = Σ′_j c_j ξ_j, with c_j = Σ_i b_i M_i^(−1/2) O_ij. The ξ_j commute with one another, so e^(iY) = Π_j e^(ic_jξ_j). The terms of H commute and act on different factors of the Hilbert space, so e^(−βH)/Z is a product and the average of the product is the product of the averages. Each factor is (5) with Q → c_j and m = 1:

⟨e^(iY)⟩ = Π′_j exp(−c_j² f(ω_j)/2).

For j ≠ k, ⟨ξ_jξ_k⟩ = ⟨ξ_j⟩⟨ξ_k⟩ = 0, so ⟨Y²⟩ = Σ′c_j²f(ω_j), and

⟨e^(iY)⟩ = exp(−⟨Y²⟩/2),   (7)

⟨u_i u_k⟩ = (M_iM_k)^(−1/2) Σ′_j O_ij f(ω_j) O_kj = [M^(−1/2) f(√D) M^(−1/2)]_ik,   (8)

where f(√D) is the matrix function with f set to zero on the zero modes. With one atom bound to a fixed centre, D = ω² and (7), (8) return (5), (1).

A case that exercises coupling, unequal masses and the zero mode together is a ring of three atoms moving along a line, with masses 1, 1.5 and 2.5 and springs k₁₂ = 1, k₂₃ = 0.6, k₃₁ = 1.4 hartree/bohr². The nonzero frequencies are 1.122055 and 1.734260 hartree. As a hand check, their squares add to 4.2667, and the trace of D is 2.4/1 + 1.6/1.5 + 2.0/2.5 = 4.2667. The independent road avoids normal modes. In the Jacobi coordinates r₁ = u₂ − u₁ and r₂ = u₃ − (M₁u₁ + M₂u₂)/(M₁+M₂) the kinetic energy of relative motion is diagonal, with reduced masses M₁M₂/(M₁+M₂) and (M₁+M₂)M₃/M_tot, while the potential still couples r₁ and r₂. The program diagonalizes this two-dimensional Hamiltonian on a grid. At T = 0.5 hartree and Q = 1.7 bohr⁻¹ the average of e^(iQu₁) is 0.70049967 from the grid and 0.70049967 from (7) and (8). All three atoms and all nine covariances are tested to 10⁻⁸.

Entry 8. The crystal

Let the index i be (l, κ, α): cell l at lattice vector R_l, atom κ in the cell, axis α. There are N cells with periodic boundary conditions, and Φ(lκ, l′κ′), a 3×3 block, depends only on l′ − l. The real modes of Entry 7 are awkward to list, and they are not needed, because (8) contains only a matrix function. One has f(√D) = Σ f(ω)P_ω, with P_ω the projector on the eigenspace of D with eigenvalue ω², and a projector equals Σ v v† over any orthonormal basis v of that space, real or complex.

For the N wavevectors q allowed by the boundary conditions define

D_κκ′(q) = Σ_l Φ(0κ, lκ′) e^(iq·R_l)/√(M_κM_κ′).

It is Hermitian: taking the conjugate transpose, using the symmetry of Φ and shifting both cell labels by −l turns Φ(0κ′, lκ)ᵀe^(−iq·R_l) into Φ(0κ, −lκ′)e^(iq·R_(−l)), and the sum over l is the same. Let e(qs) be its orthonormal eigenvectors, with eigenvalues ω_qs², and set v_qs(lκ) = e_κ(qs)e^(iq·R_l)/√N. Then

Σ_{l′κ′} Φ(lκ, l′κ′)/√(M_κM_κ′) · e_κ′ e^(iq·R_l′) = e^(iq·R_l) Σ_κ′ D_κκ′(q) e_κ′ = ω_qs² e_κ e^(iq·R_l),

where e^(iq·R_l) was factored out and l′ − l relabelled. So v_qs is an eigenvector of the full D. The set is orthonormal because Σ_l e^(i(q−q′)·R_l) = Nδ_qq′, and it is complete by counting, N wavevectors times three branches per atom in the cell. Inserting it in (8),

⟨u_lκ u_l′κ′ᵀ⟩ = (1/(N√(M_κM_κ′))) Σ′_qs e_κ(qs) e_κ′(qs)† f(ω_qs) e^(iq·(R_l − R_l′)).   (9)

The prime removes the three acoustic modes at q = 0 and keeps any optical modes there. For Y = Q·u_lκ, contract the diagonal block with the real vector Q on both sides, (Q·e)(Q·e)* = |Q·e|². Equation (7) then gives

⟨e^(iQ·u_lκ)⟩ = e^(−W_κ),  2W_κ = ⟨(Q·u_lκ)²⟩ = (1/NM_κ) Σ′_qs |Q·e_κ(qs)|² coth(βω_qs/2)/(2ω_qs).   (10)

A convention that puts the atomic position τ_κ into the phase multiplies e_κ by a number of modulus one and leaves (10) unchanged; the off-diagonal blocks of (9) must then carry the matching phase.

Limit: if every atom of a one-atom cell were bound to its own site with one frequency ω, no mode would be omitted, Σ_s|Q·e|² = Q² by completeness of the three e, and 2W = Q²f(ω)/M, which is (5).

The phases in (9) matter when e is complex. A chain of unit cell length with masses m₁, m₂, spring k₁ inside the cell and k₂ between cells has D₁₁ = (k₁+k₂)/m₁, D₂₂ = (k₁+k₂)/m₂ and D₁₂ = −(k₁ + k₂e^(−iq))/√(m₁m₂), since atom 1 of cell 0 is tied to atom 2 of cells 0 and −1. The program tests the 2×2 blocks of (9) between cell 0 and every cell l, which cover all values of l − l′, against (8) evaluated with real-space modes, for seven cells with unequal masses and springs, to 10⁻¹⁰.

For a harmonic crystal in a canonical state, the thermal average of exp(iQ·u) is fixed exactly by the second moment of the displacement, which (10) gives as a sum over phonon modes with the uniform translations left out. What remains is to simplify this for cubic sites, relate it to measured intensities and diffuse scattering, find how the mode sum converges with the mesh, and work through an fcc example.
